# Lanczos Exciton Spectra as Gauss Quadrature and the Generalized Averaged Rule: a program that tests the result

```python
"""
Result under test: k Lanczos steps on a Tamm-Dancoff BSE matrix H, started from
the dipole vector d, give (i) a k-node Gauss rule of the dipole-weighted measure,
exact to degree 2k-1, and (ii) with the same k products H*v, an averaged rule
with 2k-1 nodes, exact to degree 2k, which splits into two small eigenproblems.
Symbols: alpha[j], beta[j] = Lanczos diagonal and off-diagonal coefficients
(the last beta is the final residual norm); nodes in eV, weights sum to one;
eta = Lorentzian half width; eps2 = imaginary part of the dielectric function.
Model: one-dimensional two-band crystal, pair energy E(k), attraction U/(1+|r|).
"""
import numpy as np
from scipy import constants
from scipy.linalg import circulant


def lanczos(apply_h, start, steps):
    """Lanczos with full reorthogonalization; one product per step."""
    basis = np.zeros((steps + 1, len(start)))
    basis[0] = start / np.linalg.norm(start)
    alpha, beta = np.zeros(steps), np.zeros(steps)
    for j in range(steps):
        w = apply_h(basis[j])
        alpha[j] = basis[j] @ w
        for _ in range(2):
            w = w - basis[:j + 1].T @ (basis[:j + 1] @ w)
        beta[j] = np.linalg.norm(w)
        basis[j + 1] = w / beta[j]
    return alpha, beta


def chain_rule(diagonal, coupling):
    """Nodes and weights of the first-site measure of a tridiagonal matrix."""
    t = np.diag(diagonal) + np.diag(coupling, 1) + np.diag(coupling, -1)
    nodes, vectors = np.linalg.eigh(t)
    return nodes, vectors[0] ** 2


def gauss_rule(alpha, beta):
    return chain_rule(alpha, beta[:-1])


def mirrored_rule(alpha, beta):
    """Averaged rule from the full mirrored chain of order 2k-1."""
    k = len(alpha)
    return chain_rule(np.concatenate([alpha, alpha[:k - 1][::-1]]),
                      np.concatenate([beta, beta[:k - 2][::-1]]))


def split_parts(alpha, beta):
    """The two small rules whose weighted union is the averaged rule."""
    k = len(alpha)
    b_prev, b_last = beta[k - 2] ** 2, beta[k - 1] ** 2
    total = b_prev + b_last
    x1, w1 = chain_rule(alpha[:k - 1], beta[:k - 2])
    coupling = beta[:k - 1].copy()
    coupling[-1] = np.sqrt(total)
    x2, w2 = chain_rule(alpha, coupling)
    return x1, w1 * b_last / total, x2, w2 * b_prev / total


def split_rule(alpha, beta):
    x1, w1, x2, w2 = split_parts(alpha, beta)
    return np.concatenate([x1, x2]), np.concatenate([w1, w2])


def spectrum(energy, nodes, weights, eta):
    gap = np.atleast_1d(energy)[:, None] - nodes[None, :]
    return (eta / np.pi / (gap ** 2 + eta ** 2)) @ weights


# ---------------- model BSE matrix ----------------
n_k, gap_ev, width_ev = 801, 2.0, 2.0
attraction_ev, exchange_ev, eta = 1.0, 0.1, 0.05
x0_nm, cell_nm3 = 0.1, 0.1
k_points = 2 * np.pi * np.arange(n_k) / n_k
pair_energy = gap_ev + 0.5 * width_ev * (1 - np.cos(k_points))
distance = np.minimum(np.arange(n_k), n_k - np.arange(n_k))
potential = -attraction_ev / (1.0 + distance)
potential[0] += 2 * exchange_ev
hamiltonian = np.diag(pair_energy) + circulant(np.fft.fft(potential).real / n_k)
hamiltonian = 0.5 * (hamiltonian + hamiltonian.T)
dipole = x0_nm * gap_ev / pair_energy
unit_dipole = dipole / np.linalg.norm(dipole)
levels, states = np.linalg.eigh(hamiltonian)
strength = (states.T @ unit_dipole) ** 2

products = [0]


def apply_bse(v):
    products[0] += 1
    return hamiltonian @ v


k_show = 20
alpha20, beta20 = lanczos(apply_bse, dipole, k_show)
products_used = products[0]
assert products_used == k_show
k_max = 100
alpha, beta = lanczos(apply_bse, dipole, k_max)
assert np.allclose(alpha[:k_show], alpha20, atol=1e-10)
assert abs(beta[59] - width_ev / 4) < 0.02
assert abs(alpha[59] - gap_ev - width_ev / 2) < 0.05

# ---------------- moments: exactness and first errors ----------------
k_small = 6
a6, b6 = alpha[:k_small], beta[:k_small]
centre, half = 0.5 * (levels[0] + levels[-1]), 0.5 * (levels[-1] - levels[0])
moments, v = [], unit_dipole.copy()
for m in range(2 * k_small + 2):
    moments.append(unit_dipole @ v)
    v = (hamiltonian @ v - centre * v) / half
moments = np.array(moments)


def rule_moments(rule):
    return np.array([rule[1] @ ((rule[0] - centre) / half) ** m
                     for m in range(2 * k_small + 2)])


miss_gauss = moments - rule_moments(gauss_rule(a6, b6))
miss_avg = moments - rule_moments(mirrored_rule(a6, b6))
product_b = np.prod((b6 / half) ** 2)
predicted_avg = (alpha[k_small] - alpha[k_small - 2]) / half * product_b
assert np.max(np.abs(miss_gauss[:2 * k_small])) < 1e-12
assert np.max(np.abs(miss_avg[:2 * k_small + 1])) < 1e-12
assert abs(miss_gauss[2 * k_small] / product_b - 1) < 1e-6
assert abs(miss_avg[2 * k_small + 1] / predicted_avg - 1) < 1e-5

# ---------------- mirrored chain equals the two small problems ----------------
full_nodes, full_weights = mirrored_rule(a6, b6)
part_nodes, part_weights = split_rule(a6, b6)
order = np.argsort(part_nodes)
assert np.allclose(full_nodes, part_nodes[order], atol=1e-11)
assert np.allclose(full_weights, part_weights[order], atol=1e-9)

# ---------------- exactness when coefficients are constant from r on ----------


def first_missed_degree(r, k):
    size = 40
    a, b = np.zeros(size), np.full(size, 0.5)
    a[:r - 1] = [0.2, -0.1][:r - 1]
    b[:r - 1] = [0.8, 0.6][:r - 1]
    jacobi = np.diag(a) + np.diag(b[:-1], 1) + np.diag(b[:-1], -1)
    nodes, weights = mirrored_rule(a[:k], b[:k])
    vec = np.eye(size)[0]
    for m in range(4 * k):
        if abs(vec[0] - weights @ nodes ** m) > 1e-10:
            return m
        vec = jacobi @ vec
    return None


missed = {r: first_missed_degree(r, k_small) for r in (1, 2, 3)}
for r, degree in missed.items():
    assert degree == 4 * k_small - 2 * r

# ---------------- criterion for nodes outside the spectrum ----------------
rng = np.random.default_rng(7)
outside, inside = 0, 0
for sample in range(40):
    points = np.sort(rng.uniform(-1, 1, 12))
    masses = rng.uniform(0.1, 1.0, 12)
    ar, br = lanczos(lambda u: points * u, np.sqrt(masses), 6)
    for k in range(2, 7):
        nodes = np.sort(mirrored_rule(ar[:k], br[:k])[0])
        assert np.all(nodes[1:-1] > points[0]) and np.all(nodes[1:-1] < points[-1])
        for end, is_out in ((points[0], nodes[0] < points[0]),
                            (points[-1], nodes[-1] > points[-1])):
            ratios = [end - ar[0]]
            for j in range(1, k):
                ratios.append(end - ar[j] - br[j - 1] ** 2 / ratios[-1])
            assert (ratios[-1] * ratios[-2] < br[k - 1] ** 2) == is_out
            outside += int(is_out)
            inside += int(not is_out)
assert outside > 0 and inside > 0

# ---------------- broadened spectra and steps needed ----------------
grid = np.arange(1.0, 4.5001, 0.01)
exact = spectrum(grid, levels, strength, eta)
for energy in (levels[0], 3.0):
    shifted = hamiltonian - (energy + 1j * eta) * np.eye(n_k)
    solved = (unit_dipole @ np.linalg.solve(shifted, unit_dipole)).imag / np.pi
    assert abs(solved / spectrum(energy, levels, strength, eta)[0] - 1) < 1e-8


def error_curves(a, b, energies, reference, width):
    errors = []
    for k in range(2, len(a) + 1):
        errors.append([np.max(np.abs(spectrum(energies, *rule(a[:k], b[:k]), width)
                                     - reference)) / np.max(reference)
                       for rule in (gauss_rule, split_rule)])
    return np.array(errors)


def steps_needed(errors, tolerance):
    """Smallest k from which the error stays below the tolerance."""
    bad = np.nonzero(errors >= tolerance)[0]
    assert len(bad) > 0 and bad[-1] < len(errors) - 1
    return int(bad[-1]) + 3


tolerance = 1e-3
errors = error_curves(alpha, beta, grid, exact, eta)
steps_gauss = steps_needed(errors[:, 0], tolerance)
steps_avg = steps_needed(errors[:, 1], tolerance)
error_g20, error_a20 = errors[k_show - 2]
assert error_a20 < error_g20
assert steps_avg < 0.7 * steps_gauss

# Dimerized chain: two continuum intervals, coefficients never settle.
size, strong, weak = 800, 0.7, 0.3
dimer = np.where(np.arange(size) % 2 == 0, strong, weak)
dimer_grid = np.arange(-1.3, 1.3001, 0.01)
dimer_exact = spectrum(dimer_grid, *chain_rule(np.zeros(size), dimer[:-1]), eta)
dimer_errors = error_curves(np.zeros(k_max), dimer[:k_max], dimer_grid,
                            dimer_exact, eta)
dimer_gauss = steps_needed(dimer_errors[:, 0], tolerance)
dimer_avg = steps_needed(dimer_errors[:, 1], tolerance)
assert dimer_avg / dimer_gauss > steps_avg / steps_gauss + 0.15

# ---------------- echo times of the dipole autocorrelation ----------------
hbar_ev_fs = constants.hbar / constants.e * 1e15
times = np.arange(0, 100, 0.1)


def correlation(nodes, weights):
    return np.exp(-1j * np.outer(times, nodes) / hbar_ev_fs) @ weights


true_signal = correlation(levels, strength)
gauss20, avg20 = gauss_rule(alpha20, beta20), split_rule(alpha20, beta20)
echo = []
for rule in (gauss20, avg20):
    late = np.abs(correlation(*rule) - true_signal) > 0.01
    assert late.any()
    echo.append(times[np.argmax(late)])
hop_time = hbar_ev_fs / (width_ev / 2)
assert echo[1] > 1.5 * echo[0]

# ---------------- prefactor and static response ----------------
e2_over_eps0 = constants.e / constants.epsilon_0 * 1e9       # eV nm
volume = n_k * cell_nm3
prefactor = 2 * np.pi * e2_over_eps0 * (dipole @ dipole) / volume   # eV
static_rule = 2 / np.pi * prefactor * np.sum(avg20[1] / avg20[0])
field = 1e-3                                                  # eV/nm
with_field = np.zeros((n_k + 1, n_k + 1))
with_field[1:, 1:] = hamiltonian
with_field[0, 1:] = with_field[1:, 0] = -np.sqrt(2) * field * dipole
ground = np.linalg.eigvalsh(with_field)[0]
static_field = -2 * ground * e2_over_eps0 / (volume * field ** 2)
assert abs(static_rule / static_field - 1) < 1e-4

# ---------------- printed numbers ----------------
print(f"k points {n_k}; gap {gap_ev} eV; pair bandwidth {width_ev} eV")
print(f"attraction U {attraction_ev} eV; exchange J {exchange_ev} eV (enters as 2J)")
print(f"broadening {eta} eV; dipole length x0 {x0_nm} nm; cell {cell_nm3} nm^3")
print(f"lowest exciton energy E1 = {levels[0]:.5f} eV")
print(f"binding energy = {gap_ev - levels[0]:.5f} eV")
print(f"weight of lowest exciton in measure = {strength[0]:.5f}")
print(f"top of spectrum = {levels[-1]:.5f} eV")
for j in (1, 2, 3, 19, 20, 60):
    print(f"alpha_{j} = {alpha[j-1]:.5f} eV, beta_{j} = {beta[j-1]:.5f} eV")
print("moments below use energy scaled to [-1,1], k = 6")
print(f"Gauss: largest error to degree 11 = {np.max(np.abs(miss_gauss[:12])):.1e}")
print(f"Gauss: error at degree 12 = {miss_gauss[12]:.5e}, formula {product_b:.5e}")
print(f"averaged: largest error to degree 12 = {np.max(np.abs(miss_avg[:13])):.1e}")
print(f"averaged: error at degree 13 = {miss_avg[13]:.5e}, formula {predicted_avg:.5e}")
for r, degree in missed.items():
    print(f"constant coefficients from r={r}, k=6: first missed degree {degree}")
x1, w1, x2, w2 = split_parts(a6, b6)
print(f"k=6 lowest node of T_5 = {x1[0]:.6f} eV, weight {w1[0]:.5f}")
print(f"k=6 lowest node of T*_6 = {x2[0]:.6f} eV, weight {w2[0]:.5f}")
print(f"k=6 node offsets from E1: {x1[0]-levels[0]:.3e}, {x2[0]-levels[0]:.3e} eV")
print(f"random measures: end nodes outside {outside}, inside {inside}")
print(f"k=20: products with H {products_used}, Gauss nodes {len(gauss20[0])}, "
      f"averaged nodes {len(avg20[0])}")
print(f"k=20 highest averaged node = {avg20[0].max():.5f} eV")
print(f"eps2 prefactor = {prefactor:.5f} eV")
for energy in (levels[0], 2.5, 3.0, 3.5):
    values = [prefactor * spectrum(energy, *rule, eta)[0]
              for rule in ((levels, strength), gauss20, avg20)]
    print(f"eps2 at {energy:.4f} eV: full {values[0]:.5f}, Gauss {values[1]:.5f}, "
          f"averaged {values[2]:.5f}")
print(f"k=20 max error / peak: Gauss {error_g20:.3e}, averaged {error_a20:.3e}")
print(f"steps for error 0.1% of peak: Gauss {steps_gauss}, averaged {steps_avg}")
print(f"dimerized chain couplings {strong}, {weak} eV; sites {size}")
print(f"dimerized chain, same tolerance: Gauss {dimer_gauss}, averaged {dimer_avg}")
print(f"shortest time per hop = {hop_time:.4f} fs")
print(f"estimates for k=20: 2k hops {2*k_show*hop_time:.2f} fs, "
      f"4k hops {4*k_show*hop_time:.2f} fs")
print(f"signal error first above 0.01: Gauss {echo[0]:.1f} fs, averaged {echo[1]:.1f} fs")
print(f"static eps-1: averaged rule {static_rule:.6f}, finite field {static_field:.6f}")
print("success")
```

Output:

```
k points 801; gap 2.0 eV; pair bandwidth 2.0 eV
attraction U 1.0 eV; exchange J 0.1 eV (enters as 2J)
broadening 0.05 eV; dipole length x0 0.1 nm; cell 0.1 nm^3
lowest exciton energy E1 = 1.50590 eV
binding energy = 0.49410 eV
weight of lowest exciton in measure = 0.64162
top of spectrum = 3.99721 eV
alpha_1 = 1.88411 eV, beta_1 = 0.58600 eV
alpha_2 = 2.66047 eV, beta_2 = 0.47916 eV
alpha_3 = 2.66927 eV, beta_3 = 0.48699 eV
alpha_19 = 2.94749 eV, beta_19 = 0.49961 eV
alpha_20 = 2.95011 eV, beta_20 = 0.49965 eV
alpha_60 = 2.98335 eV, beta_60 = 0.49996 eV
moments below use energy scaled to [-1,1], k = 6
Gauss: largest error to degree 11 = 4.4e-16
Gauss: error at degree 12 = 1.95979e-05, formula 1.95979e-05
averaged: largest error to degree 12 = 6.7e-16
averaged: error at degree 13 = 8.89542e-07, formula 8.89542e-07
constant coefficients from r=1, k=6: first missed degree 22
constant coefficients from r=2, k=6: first missed degree 20
constant coefficients from r=3, k=6: first missed degree 18
k=6 lowest node of T_5 = 1.506492 eV, weight 0.32361
k=6 lowest node of T*_6 = 1.505287 eV, weight 0.31794
k=6 node offsets from E1: 5.922e-04, -6.122e-04 eV
random measures: end nodes outside 225, inside 175
k=20: products with H 20, Gauss nodes 20, averaged nodes 39
k=20 highest averaged node = 3.93025 eV
eps2 prefactor = 6.02959 eV
eps2 at 1.5059 eV: full 24.69531, Gauss 24.69531, averaged 24.69531
eps2 at 2.5000 eV: full 1.27500, Gauss 1.12680, averaged 1.31422
eps2 at 3.0000 eV: full 1.08930, Gauss 0.90576, averaged 1.09067
eps2 at 3.5000 eV: full 0.47654, Gauss 0.45035, averaged 0.47462
k=20 max error / peak: Gauss 1.385e-02, averaged 1.939e-03
steps for error 0.1% of peak: Gauss 45, averaged 24
dimerized chain couplings 0.7, 0.3 eV; sites 800
dimerized chain, same tolerance: Gauss 46, averaged 44
shortest time per hop = 0.6582 fs
estimates for k=20: 2k hops 26.33 fs, 4k hops 52.66 fs
signal error first above 0.01: Gauss 22.8 fs, averaged 46.3 fs
static eps-1: averaged rule 2.192749, finite field 2.192743
success
```
